# Weinert's Pseudo-Charge Method and the Choice of Its Smoothness Exponent

A periodic model crystal with two nuclei per cell is described by 5743 plane waves, all those with \(|\mathbf G|\le 10\) bohr\(^{-1}\). If the Fourier series of its true electrostatic potential is cut off there, the root-mean-square (rms) error between the atoms is \(4.6\times10^{-2}\) hartree/e. If the charge near each nucleus is first replaced by a smooth charge that is wrong almost everywhere inside a sphere, the error with the same waves is \(2.2\times10^{-7}\) hartree/e. Both errors are measured against an Ewald sum for the true charge. Why does a wrong charge give a better potential, and how smooth should it be?

## The problem and the result

Atomic units are used. Nuclear charge is positive, electron charge negative, and \(\nabla^2V=-4\pi\rho\). A neutral cell of volume \(\Omega\) contains non-overlapping spheres with centres \(\boldsymbol\tau_a\) and radii \(R_a\). Between them the density is a finite sum \(\rho_I(\mathbf r)=\sum_{\mathbf G}\rho_I(\mathbf G)e^{i\mathbf G\cdot\mathbf r}\). Inside a sphere, with \(\mathbf r\) measured from its centre, it is \(\sum_{lm}\rho_{lm}(r)Y_{lm}(\hat{\mathbf r})\) plus a point nucleus \(Z\). The \(Y_{lm}\) are complex and orthonormal.

Continue \(\rho_I\) through the spheres. What is then missing in a sphere is the excess charge \(d=\rho-\rho_I\), with moments
\[
Q_{lm}=\int_{r<R}r^lY_{lm}^*\,d\;d^3r=q_{lm}-q^{PW}_{lm},
\]
where \(q_{lm}\) belongs to the true charge, nucleus included, and \(q^{PW}_{lm}\) to the continued plane waves. The result to be derived is that the interstitial potential is, up to a known constant, that of a pseudo-density \(\tilde\rho\) with coefficients
\[
\tilde\rho(\mathbf G)=\rho_I(\mathbf G)+\frac{4\pi}{\Omega}\sum_{a,lm}e^{-i\mathbf G\cdot\boldsymbol\tau_a}(-i)^lY_{lm}(\hat{\mathbf G})\frac{Q^a_{lm}}{R_a^l}\,\frac{(2l+2n+3)!!}{(2l+1)!!}\,\frac{j_{l+n+1}(GR_a)}{(GR_a)^{n+1}}. \tag{1}
\]
The integer \(n\ge0\) may depend on the sphere and on \(l\).

## First derivation: equal multipoles

For \(r>r'\),
\[
\frac1{|\mathbf r-\mathbf r'|}=\sum_{lm}\frac{4\pi}{2l+1}\frac{r'^l}{r^{l+1}}Y_{lm}^*(\hat{\mathbf r}')Y_{lm}(\hat{\mathbf r}).
\]
Integrating this against a charge confined to the sphere shows that its outside potential contains nothing but its moments. Choose a smooth charge \(\tilde d\) with the moments of \(d\). The potential \(w\) of \(d-\tilde d\) then vanishes outside the sphere.

This settles the lattice sum as well. Let \(\tilde V\) be the periodic potential of \(\tilde\rho=\rho_I+\sum\tilde d\). The sum of \(w\) over all spheres has no long-range part, and \(V-\tilde V-\sum w\) is periodic with zero Laplacian, hence constant. Between the spheres, \(V\) and \(\tilde V\) differ by that constant alone.

Take the shape
\[
\tilde d=\sum_{lm}N_{lm}\,r^l(1-r^2/R^2)^nY_{lm}(\hat{\mathbf r}).
\]
Its normalization needs \(M_n^l=\int_0^1x^{2l+2}(1-x^2)^n\,dx\). For \(n\ge1\), integrate \(x^{2l+2}\) and differentiate the other factor. The boundary terms vanish, and
\[
M_n^l=\frac{2n}{2l+3}M_{n-1}^{l+1},\qquad M_0^l=\frac1{2l+3}
\;\Rightarrow\;
M_n^l=\frac{2^nn!\,(2l+1)!!}{(2l+2n+3)!!}. \tag{2}
\]
Equality of moments requires \(N_{lm}R^{2l+3}M_n^l=Q_{lm}\), so
\[
N_{lm}=\frac{Q_{lm}}{R^{2l+3}}\frac{(2l+2n+3)!!}{2^nn!\,(2l+1)!!}. \tag{3}
\]

The Fourier transform needs \(I_n^l(g)=\int_0^1x^{l+2}(1-x^2)^nj_l(gx)\,dx\). Since \(\frac{d}{dx}[x^{l+2}j_{l+1}(gx)]=g\,x^{l+2}j_l(gx)\), integration by parts gives
\[
I_n^l=\frac{2n}{g}I_{n-1}^{l+1},\qquad I_0^l=\frac{j_{l+1}(g)}g
\;\Rightarrow\;
I_n^l=2^nn!\,\frac{j_{l+n+1}(g)}{g^{n+1}}. \tag{4}
\]
Insert \(e^{-i\mathbf G\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(Gr)Y_{lm}(\hat{\mathbf G})Y^*_{lm}(\hat{\mathbf r})\) into \(\Omega^{-1}\int e^{-i\mathbf G\cdot(\boldsymbol\tau+\mathbf r)}\tilde d\,d^3r\). Each component contributes
\[
\frac{4\pi}\Omega e^{-i\mathbf G\cdot\boldsymbol\tau}(-i)^lY_{lm}(\hat{\mathbf G})\,N_{lm}R^{l+3}I_n^l(GR).
\]
With (3) and (4) the factors \(2^nn!\) cancel, \(R^{l+3}/R^{2l+3}=R^{-l}\), and (1) follows.

The plane-wave moments come from the conjugate expansion and the case \(n=0\) of (4):
\[
q^{PW}_{lm}=4\pi i^lR^{l+3}\sum_{\mathbf G}\rho_I(\mathbf G)e^{i\mathbf G\cdot\boldsymbol\tau}Y^*_{lm}(\hat{\mathbf G})\frac{j_{l+1}(GR)}{GR}.
\]
At \(G=0\) the limit \(j_1(x)/x\to1/3\) leaves \(\sqrt{4\pi}\,R^3\rho_I(0)/3\) for \(l=0\) and zero otherwise.

## Second derivation: continue the potential smoothly

This route assumes no shape for the charge. Let \(\phi\) be the free-space potential of \(d\). Outside the sphere it is harmonic and decays, so its \(lm\) component is \(Br^{-l-1}\). To find \(B\), apply Green's identity inside the sphere to \(\phi\) and the harmonic function \(h=r^lY_{lm}^*\):
\[
-4\pi Q_{lm}=\int h\nabla^2\phi\,d^3r=R^2\big[R^l\phi_{lm}'(R)-lR^{l-1}\phi_{lm}(R)\big]=-(2l+1)B.
\]
Thus \(B=4\pi Q_{lm}/(2l+1)\).

Keep this potential outside and discard it inside. With \(s=r^2/R^2\), the outside function is
\[
Br^{-l-1}=\frac{B}{R^{2l+1}}\,r^l\,s^{-l-1/2}.
\]
It is singular at the centre because of the power of \(s\). Replace that power by its Taylor polynomial about \(s=1\), of degree \(n+1\):
\[
u=r^lp(s),\quad p=\sum_{k=0}^{n+1}C_k(1-s)^k,\quad C_0=\frac B{R^{2l+1}},\quad C_{k+1}=\frac{l+\frac12+k}{k+1}C_k .
\]
This is the polynomial of lowest degree that matches the outside potential through its derivative of order \(n+1\). Value and slope match, so there is no surface charge.

The charge that produces \(u\) follows from its Laplacian. From \(p_r=(2r/R^2)p'\) and \(p_{rr}=(4r^2/R^4)p''+(2/R^2)p'\),
\[
\nabla^2(uY_{lm})=r^lY_{lm}\Big[p_{rr}+\frac{2l+2}{r}p_r\Big]=\frac{4r^l}{R^2}Y_{lm}\big[s\,p''+(l+\tfrac32)p'\big].
\]
Write \(s=1-(1-s)\). The coefficient of \((1-s)^j\) in the last bracket is
\[
(j+1)\big[(j+2)C_{j+2}-(j+l+\tfrac32)C_{j+1}\big].
\]
By the recursion for \(C_k\) it vanishes for \(j<n\). For \(j=n\) the series has ended, \(C_{n+2}\) is absent, and one term survives. The charge is therefore
\[
-\frac{\nabla^2(uY_{lm})}{4\pi}=\frac{(n+1)(n+l+\frac32)C_{n+1}}{\pi R^2}\,r^l(1-r^2/R^2)^nY_{lm}.
\]
The shape chosen in the first derivation has now been deduced. For its size, the recursion gives
\[
C_{n+1}=\frac{4\pi Q_{lm}}{(2l+1)R^{2l+1}}\,\frac{(2l+2n+1)!!}{(2l-1)!!\,2^{n+1}(n+1)!},
\]
with \((-1)!!=1\). Multiplying by \((n+1)(2n+2l+3)/(2\pi R^2)\) reproduces (3).

The transform can also be found without the recurrence for \(I_n^l\) in (4). Insert \(j_l(z)=z^l\sum_k(-z^2/2)^k/[k!\,(2l+2k+1)!!]\) into \(I_n^l\) and integrate each term with (2), replacing \(l\) there by \(l+k\):
\[
I_n^l=2^nn!\,g^l\sum_k\frac{(-g^2/2)^k}{k!\,(2l+2n+2k+3)!!}=2^nn!\,\frac{j_{l+n+1}(g)}{g^{n+1}}.
\]
The sum is the series of \(j_{l+n+1}(g)\) divided by \(g^{l+n+1}\). This gives (1) again. Since \(\phi-u\) vanishes outside its sphere, the lattice argument holds with \(w=\phi-u\).

## What each derivation assumes

Both need a neutral cell and an interstitial density well represented by its plane waves. Non-overlap is needed for the Dirichlet step below: if spheres overlap, part of one sphere's surface lies inside another, where that sphere's \(w\) does not vanish and \(\tilde V\) no longer gives the boundary values. In practice both also stop at a largest \(l\), which leaves the higher missing moments uncorrected.

The first derivation assumes the expansion of \(1/|\mathbf r-\mathbf r'|\) and a chosen shape. Any other shape confined to the sphere, with the right moments and a convenient transform, would serve, so it shows how much freedom there is. The second assumes instead that the potential is continued by \(r^l\) times the lowest polynomial in \(r^2\) with a prescribed order of contact. It gives up that freedom and gains a meaning for \(n\): the potential has \(n+1\) continuous derivatives at the sphere. Neither shows that this family is the best of all smooth shapes.

## The constant

For \(G\ne0\), \(\tilde V(\mathbf G)=4\pi\tilde\rho(\mathbf G)/G^2\). Neutrality gives \(\tilde\rho(0)=0\) and leaves \(\tilde V(0)\) free. Let the true potential have zero mean. Because \(\nabla^2r^2=6\) and \(w\) vanishes outside the sphere,
\[
\int w\,d^3r=\frac16\int r^2\nabla^2w\,d^3r=-\frac{2\pi}3\int r^2(\rho-\tilde\rho)\,d^3r,
\]
\[
\tilde V(0)=\frac{2\pi}{3\Omega}\sum_a\int_a r^2(\rho-\tilde\rho)\,d^3r .
\]
By (2), the added monopole has mean square radius \(R^2M_n^1/M_n^0=3R^2/(2n+5)\). The constant thus depends on \(n\), although the physical potential does not.

## The Dirichlet problem in the sphere

The interstitial series supplies the boundary values
\[
V_{lm}(R)=4\pi i^l\sum_{\mathbf G}\tilde V(\mathbf G)e^{i\mathbf G\cdot\boldsymbol\tau}j_l(GR)Y_{lm}^*(\hat{\mathbf G}).
\]
Inside, the true density returns. The radial Green function must be regular at the centre and vanish at \(R\), so it has the form \(A\,r_<^l\,(r_>^{-l-1}-r_>^l/R^{2l+1})\), where \(r_<\) and \(r_>\) are the smaller and larger of \(r,r'\). Poisson's equation requires \(r^2\) times its slope to jump by \(-4\pi\) at \(r=r'\). The terms in \(R^{-2l-1}\) cancel in the jump, which is \(-(2l+1)A\). Hence \(A=4\pi/(2l+1)\) and
\[
V_{lm}(r)=\Big(\frac rR\Big)^lV_{lm}(R)+\frac{4\pi}{2l+1}\int_0^R r'^2\rho_{lm}(r')\frac{r_<^l}{r_>^{l+1}}\Big[1-\Big(\frac{r_>}R\Big)^{2l+1}\Big]dr'+\delta_{l0}\sqrt{4\pi}\,Z\Big(\frac1r-\frac1R\Big).
\]
The surroundings enter through the first term, and the nuclear singularity is treated analytically.

## How smooth should the charge be?

Let \(x=GR\) and \(X=G_{\max}R\). Well beyond the turning point of the Bessel function, its envelope is about \(1/x\). The potential coefficients of one multipole then have the envelope
\[
E_n(x)\propto\frac{(2l+2n+3)!!}{x^{n+4}},\qquad \frac{E_{n+1}(X)}{E_n(X)}=\frac{2l+2n+5}{X}.
\]
Raising \(n\) lowers the envelope at the cutoff while this ratio is below one. The error itself also depends on the oscillation of the Bessel function and need not fall at every step. The first \(n\) for which the ratio is no longer below one is
\[
n=\max\big(0,\lceil (X-5)/2\rceil-l\big). \tag{5}
\]
Unless \(n\) is held at zero, the Bessel order \(l+n+1\) is then near \(X/2\), and the neglected envelope factor \((1-\tfrac14)^{-1/4}\approx1.07\) is harmless.

The two sides of the optimum fail differently. A small \(n\) leaves a weak singularity at the sphere and a slow power-law tail. For \(n\to\infty\) with \(x^2/n\) fixed, the Bessel series gives
\[
\frac{(2l+2n+3)!!}{(2l+1)!!}\frac{j_{l+n+1}(x)}{x^{n+1}}\to\frac{x^l}{(2l+1)!!}e^{-x^2/4n}.
\]
This is the transform of a Gaussian charge with exponent \(n/R^2\), as in an Ewald sum. It contracts as \(n\) grows and needs ever shorter waves.

The omitted tail can be summed. Because the plane waves are orthogonal over the cell, the mean-square error \(\epsilon^2\) over the whole cell, spheres included, is the sum of the squared omitted coefficients; it serves below as an estimate of the interstitial error. For the moment \(Q_{l0}=R^l/\sqrt{4\pi}\), replace \(|Y_{l0}|^2\) by \(1/4\pi\) and \(j^2\) by \(1/2x^2\). With \(D=(2l+2n+3)!!/(2l+1)!!\), each squared coefficient is \(8\pi^2R^4D^2/(\Omega^2x^{2n+8})\), and there are \(\Omega x^2dx/(2\pi^2R^3)\) waves in \(dx\). Therefore
\[
\epsilon^2\approx\frac{4R}\Omega D^2\int_X^\infty x^{-2n-6}dx=\frac{4R}{\Omega}\,\frac{D^2X^{-2n-5}}{2n+5}. \tag{6}
\]
This multiplies the ratio above by \(\sqrt{(2n+5)/(2n+7)}\), which favours a slightly larger \(n\).

At the optimum set \(2l+2n+5=X\). Stirling's formula gives \((2l+2n+3)!!\approx\sqrt2\,X^{(X-1)/2}e^{-X/2}\), while \(X^{-n-5/2}=X^{l-X/2}\) and \((2n+5)^{-1/2}\approx X^{-1/2}\). The average over \(j^2\) in (6) is crude here. Since \(2n+6\approx X\), the weight \(x^{-2n-6}\) falls like \(e^{-(x-X)}\), while \(j^2\) at order \(X/2\) oscillates with wavenumber \(2\sqrt{1-\tfrac14}=\sqrt3\). The weighted mean of \(j^2\) therefore swings by \(1\pm1/\sqrt{1+3}=1\pm\tfrac12\) as \(X\) changes, and \(\epsilon\) by a factor of about \(\sqrt3\) between its extremes, however large \(X\) is. For fixed \(l\) and large \(X\), up to this oscillating factor,
\[
\epsilon\propto X^{l-1}e^{-X/2}.
\]

## Reading the numbers

The model cell is a cube of edge 7 bohr. Sphere A (\(R=2.8\) bohr, \(Z=4\)) is at the corner and B (\(R=2.4\) bohr, \(Z=6\)) at the centre. Gaussian clouds holding 3 and 4 electrons sit slightly off the two nuclei, and a modulated smooth density supplies the other 3 electrons. The missing charges are \(4-3=1\) and \(6-4=2\) e, as numerical projection of the densities confirms.

At \(G_{\max}=10\) bohr\(^{-1}\), \(X\) is 28 for A and 24 for B, and (5) gives \(n=\lceil11.5\rceil=12\) and \(\lceil9.5\rceil=10\) for \(l=0\). At the edge midpoint \((a/2,0,0)\), with \(a\) the cube edge, the potential is \(-0.2261456\) hartree/e. The Ewald value is \(-0.2261458\) hartree/e, or \(-6.1537\) V. The rms errors of the full model are estimates from 337 points between the spheres, all but one chosen at random. A sample of this size fixes them only to about 10–15%: on a dense grid of interstitial points the two errors at \(G_{\max}=10\) bohr\(^{-1}\) are \(4.5\times10^{-2}\) and \(2.5\times10^{-7}\) hartree/e. From \(G_{\max}=4\) to 10 bohr\(^{-1}\), the rms error falls from \(6.1\times10^{-4}\) to \(2.2\times10^{-7}\) hartree/e. Direct truncation fails because the coefficients of a point nucleus fall merely as \(G^{-2}\).

Raising each \(n\) by 2 should change \(\tilde V(0)\) by
\[
\frac{2\pi}{343}\Big[2.8^2\Big(\frac1{29}-\frac1{33}\Big)+2(2.4)^2\Big(\frac1{25}-\frac1{29}\Big)\Big]=0.00176\ \text{hartree/e}.
\]
The computed constants, \(-0.027926\) and \(-0.026161\), differ by this amount, while the rms error rises only from \(2.2\times10^{-7}\) to \(4.8\times10^{-7}\) hartree/e. At four points inside the spheres, the Dirichlet and Ewald potentials agree to the six printed decimals.

A scan over \(n\) in sphere A, for a single multipole \(Q_{l0}=R^l/\sqrt{4\pi}\), measures how much is lost by using rule (5) instead of the best \(n\). It covers \(l=0\) to 3 and uses 150 of the interstitial points, so the second digit of each error, and the best \(n\) where two values nearly tie, depend on the sample. The reference is an Ewald sum for \(l=0\) and the same series carried to \(X=44\) for \(l\ge1\). For \(l=3\), \(X=12\), rule (5) gives \(n=1\) and the scan \(n=4\), yet the errors are \(8.4\times10^{-4}\) and \(7.9\times10^{-4}\) hartree/e. Among the four cutoffs scanned, \(X=12,18,24,30\), the largest loss is about a factor of two, at \(X=18\). Equation (6), which averages over the oscillation of \(j^2\) and covers the whole cell instead of the interstitial region alone, does not predict it. A poor choice costs far more: for \(l=0\), \(X=24\), the error is \(4.5\times10^{-8}\) at \(n=10\), but \(1.3\times10^{-5}\) at \(n=1\) and \(1.7\times10^{-6}\) at \(n=20\), in hartree/e.

Between \(X=12\) and 30, the asymptotic law predicts a logarithmic error change of \(-9+(l-1)\ln2.5\), which is \(-9.92,-9.00,-8.08,-7.17\) for \(l=0\) to 3. The measured changes are \(-9.70,-8.87,-7.85,-7.38\). The "asymptotic law" in the numerical output omits the factor \((2n+5)^{-1/2}\), so it has the power \(l-\tfrac12\) and lies 0.46 higher. The test there compares only two cutoffs and allows a deviation of 2. It checks the size of the change, but by itself it can neither tell an exponential from a steep power law nor decide the power of \(X\) in front.

## Table of computed values

```
cell edge 7.0 bohr; volume 343.0 bohr^3; lmax 8
smooth electron charge -3.0 e; mean density -0.008746 e/bohr^3
cloud exponent 6.0 bohr^-2; interstitial test points 337
sphere A: R 2.8 bohr, Z 4 e, true charge -0.04326 e
  missing charge 1.00000 e, Q10 -0.14658 e bohr, Q20 0.05677 e bohr^2
sphere B: R 2.4 bohr, Z 6 e, true charge 1.67786 e
  missing charge 2.00000 e, Q10 0.00000 e bohr, Q20 -0.22708 e bohr^2
largest error of smooth-charge transform 6.7e-15 (dimensionless)
Potential at (a/2,0,0) and rms interstitial error, hartree/e:
 Gmax  4.0/bohr,   365 waves, n(l=0) A,B 4,3: V -0.22496446, error 6.1e-04
 Gmax  6.0/bohr,  1237 waves, n(l=0) A,B 6,5: V -0.22614698, error 2.9e-05
 Gmax  8.0/bohr,  2945 waves, n(l=0) A,B 9,8: V -0.22614625, error 3.7e-06
 Gmax 10.0/bohr,  5743 waves, n(l=0) A,B 12,10: V -0.22614560, error 2.2e-07
 Ewald V -0.22614584 hartree/e = -6.15374 V
V(G=0): -0.027926; with n raised by 2: -0.026161 hartree/e
rms error with n raised by 2: 4.8e-07 hartree/e
rms error of direct truncation, Gmax 10/bohr: 4.6e-02 hartree/e
Sphere potential along (1,2,2)/3, Gmax 10/bohr, hartree/e:
 A, r 0.5 bohr: Dirichlet 0.054709, Ewald 0.054709
 A, r 1.5 bohr: Dirichlet -0.414849, Ewald -0.414849
 B, r 0.5 bohr: Dirichlet 4.147654, Ewald 4.147654
 B, r 1.5 bohr: Dirichlet 0.480548, Ewald 0.480548
Exponent scan, sphere A: rule n / scan n, rms errors in hartree/e
 l 0, X 12: n  4/ 4; error 3.3e-05/3.3e-05; cell tail 3.3e-05, estimate 5.0e-05
 l 0, X 18: n  7/ 8; error 2.1e-06/1.1e-06; cell tail 2.2e-06, estimate 1.7e-06
 l 0, X 24: n 10/11; error 4.5e-08/4.5e-08; cell tail 6.2e-08, estimate 6.4e-08
 l 0, X 30: n 13/15; error 2.0e-09/1.7e-09; cell tail 2.1e-09, estimate 2.6e-09
 l 0: ln(error30/error12) -9.70, asymptotic law -9.46
 l 0, X 24: error n=1 1.3e-05, n=20 1.7e-06 hartree/e
 l 1, X 12: n  3/ 3; error 1.5e-04/1.5e-04; cell tail 1.5e-04, estimate 2.2e-04
 l 1, X 18: n  6/ 7; error 1.4e-05/6.7e-06; cell tail 1.4e-05, estimate 1.1e-05
 l 1, X 24: n  9/10; error 3.7e-07/3.6e-07; cell tail 5.2e-07, estimate 5.3e-07
 l 1, X 30: n 12/14; error 2.2e-08/1.7e-08; cell tail 2.2e-08, estimate 2.6e-08
 l 1: ln(error30/error12) -8.87, asymptotic law -8.54
 l 2, X 12: n  2/ 2; error 3.6e-04/3.6e-04; cell tail 4.2e-04, estimate 5.8e-04
 l 2, X 18: n  5/ 6; error 4.8e-05/2.7e-05; cell tail 5.2e-05, estimate 4.1e-05
 l 2, X 24: n  8/ 9; error 2.0e-06/1.7e-06; cell tail 2.7e-06, estimate 2.7e-06
 l 2, X 30: n 11/13; error 1.4e-07/1.1e-07; cell tail 1.4e-07, estimate 1.6e-07
 l 2: ln(error30/error12) -7.85, asymptotic law -7.63
 l 3, X 12: n  1/ 4; error 8.4e-04/7.9e-04; cell tail 8.8e-04, estimate 1.1e-03
 l 3, X 18: n  4/ 5; error 1.3e-04/7.4e-05; cell tail 1.4e-04, estimate 1.1e-04
 l 3, X 24: n  7/ 8; error 7.3e-06/6.9e-06; cell tail 9.8e-06, estimate 9.6e-06
 l 3, X 30: n 10/12; error 5.3e-07/5.0e-07; cell tail 6.2e-07, estimate 7.3e-07
 l 3: ln(error30/error12) -7.38, asymptotic law -6.71
```
